# The correlated Debye model of EXAFS disorder, evaluated for copper, part 2

An EXAFS spectrum contains the thermal average $\langle e^{2ikr}\rangle$, with $k$ the photoelectron wave number and $r$ the instantaneous distance between absorber and neighbour. The amplitude's slow dependence on $r$ was neglected. The sites are separated by $\mathbf R$. The relative displacement $\Delta\mathbf u=\mathbf u_R-\mathbf u_0$ has component $z$ along the bond and a transverse part of length $\rho$. The disorder parameter is $\sigma^2=\langle z^2\rangle$; harmonic vibrations multiply the amplitude by $e^{-2k^2\sigma^2}$. For isotropic Gaussian $\Delta\mathbf u$ with variance $v=\sigma^2$ per axis, $\langle r\rangle=R+\frac vR$, and $r\approx R+z$ overestimates the variance by the relative amount $v/R^2$.

Hartree atomic units are used, $\hbar=1$, and $T$ is an energy. For $N$ cells with one atom of mass $M$ each, and modes of wave vector $\mathbf k$, branch $s$, frequency $\omega_{\mathbf ks}$ and unit polarization $\mathbf e_{\mathbf ks}$,

$$\sigma^2=\frac1N\sum_{\mathbf ks}\frac{(\mathbf e_{\mathbf ks}\cdot\hat{\mathbf R})^2\,(1-\cos\mathbf k\cdot\mathbf R)}{M\omega_{\mathbf ks}}\coth\frac{\omega_{\mathbf ks}}{2T}.$$

The Debye model replaces the zone by a sphere of radius $k_D=(6\pi^2n)^{1/3}$, with $n$ atoms per unit volume, and every branch by $\omega=cq$, $q=|\mathbf k|$. With $\omega_D=ck_D$, $x=k_DR$, $\tau=T/\omega_D$ and, from here on, $s=\omega/\omega_D$,

$$\sigma^2=\frac{3}{M\omega_D}\int_0^1 s\Big[1-\frac{\sin xs}{xs}\Big]\coth\frac{s}{2\tau}\,ds,$$

or, in the working form,

$$\sigma^2=\frac{3}{M\omega_D}\Big\{\frac12+2\tau^2\!\int_0^{1/\tau}\!\frac{t\,dt}{e^t-1}-\frac{1-\cos x}{x^2}-\frac{2\tau}{x}\!\int_0^{1/\tau}\!\frac{\sin(x\tau t)}{e^t-1}\,dt\Big\}.$$

The first two terms are $2\langle u^2\rangle$, for independent atoms, with $\langle u^2\rangle$ the one-atom variance along one axis. The last two are the correlation. At $T=0$ both integrals vanish.

The density of states projected on the pair's relative motion along the bond has norm 1 in the full lattice, but $1-3j_1(x)/x$ in the Debye model.

For unequal speeds the bracket $1-j_0$ splits into a longitudinal weight $w_L=1/3-j_0+2j_1/y$ and a weight $w_T=2/3-2j_1/y$ for both transverse branches, with $y=qR$. Here $j_0(y)=\frac{\sin y}{y}$, $j_1(y)=\frac{\sin y}{y^2}-\frac{\cos y}{y}=-j_0'(y)$, and $j_0''=-j_0+\frac{2j_1}{y}$.

Q: And at high temperature? I would expect classical mechanics and a straight line in $T$.

A: That is the leading term. For small argument $\coth p\approx1/p+p/3$, here with $p=s/2\tau$. The first part gives

$$\int_0^1s\Big[1-\frac{\sin xs}{xs}\Big]\frac{2\tau}{s}\,ds=2\tau\Big[1-\frac{\mathrm{Si}(x)}{x}\Big],\qquad \mathrm{Si}(x)=\int_0^x\frac{\sin y}{y}dy .$$

The second part is $\frac{1}{6\tau}\int_0^1s^2[1-j_0(xs)]ds$, and this integral is one third of the norm $1-3j_1(x)/x$. With the prefactor restored,

$$\sigma^2\approx\frac{6T}{M\omega_D^2}\Big[1-\frac{\mathrm{Si}(x)}{x}\Big]+\frac{1}{6MT}\Big[1-\frac{3j_1(x)}{x}\Big].$$

The second term is the leading quantum correction. In the full lattice the same expansion gives $1/(6MT)$ times the unit norm, whatever the harmonic forces are. The departure of the Debye norm from 1, of either sign, therefore appears directly as an error in this term.

Q: Now copper. Which numbers go in?

A: The lattice constant $a=6.8$ bohr and the Debye temperature 320 K are rough, rounded inputs. The atomic mass is 63.546 u, which is $M=1.158\times10^5$ electron masses. The Debye temperature gives $\omega_D=1.0134\times10^{-3}$ hartree.

The face-centred cubic lattice has four atoms per cube, so $n=4/a^3$ and

$$k_D=\frac{(24\pi^2)^{1/3}}{a}=\frac{6.187}{6.8}=0.910\ \text{bohr}^{-1}.$$

The first four shells lie at $a/\sqrt2$, $a$, $a\sqrt{3/2}$ and $a\sqrt2$, with 12, 6, 24 and 12 atoms. This gives $x=4.375$, 6.187, 7.578 and 8.750. The lattice constant cancels in $x=(24\pi^2)^{1/3}R/a$, so at a given Debye temperature its rounding does not affect $\sigma^2$.

The norms of the projected density are 0.982, 1.079, 1.008 and 0.967. A norm above 1 is possible because $1-\sin(qR)/(qR)$ exceeds 1 where the sine is negative.

Q: Take the nearest neighbours at 300 K and show me the terms.

A: The temperature is $0.950\times10^{-3}$ hartree, so $\tau=0.9375$. The prefactor is

$$\frac{3}{M\omega_D}=\frac{3}{1.158\times10^5\times1.0134\times10^{-3}}=25.56\times10^{-3}\ \text{bohr}^2 .$$

The zero-point correlation follows by hand: $\cos4.375=-0.331$, so $(1-\cos x)/x^2=1.331/19.14=0.0695$. With the two thermal integrals evaluated numerically,

$$\sigma^2=25.56\times10^{-3}\,(0.5000+1.4336-0.0695-0.6521)=31.0\times10^{-3}\ \text{bohr}^2,$$

or $8.7\times10^{-3}$ Å$^2$. Independent atoms would give $49.4\times10^{-3}$ bohr$^2$, so correlation removes 37 per cent of the disorder.

It acts unequally on the two parts. It removes 14 per cent of the zero-point term and 45 per cent of the thermal term. The thermal occupation $2/(e^{s/\tau}-1)$ falls with frequency, so it favours the long waves that move both atoms together.

The high-temperature formula gives $29.5+1.5=31.0$ in units of $10^{-3}$ bohr$^2$. At 300 K the first shell is already nearly classical, with a quantum correction of about 5 per cent of the total.

Q: And the farther shells? I expect the disorder to increase steadily with distance.

A: In this model it does for these four shells at 300 K and 600 K, but not at zero temperature. At 80 K the outer three shells are equal to the digits shown. The values are in $10^{-3}$ bohr$^2$:

| Shell | 0 K | 80 K | 300 K | 600 K |
|---|---|---|---|---|
| 1 | 11.0 | 12.7 | 31.0 | 59.8 |
| 2 | 12.8 | 15.2 | 38.5 | 74.7 |
| 3 | 12.5 | 15.2 | 39.8 | 77.4 |
| 4 | 12.2 | 15.2 | 40.3 | 78.5 |

At 300 K the four shells have 8.7, 10.8, 11.1 and 11.3 in $10^{-3}$ Å$^2$.

At zero temperature the second shell has the largest value. Its correlation term is $(1-\cos x)/x^2$ with $x=6.187$, close to $2\pi=6.283$, where the term vanishes. The second shell therefore lies almost at the uncorrelated value, $25.56/2=12.8$. Within this model the feature comes from the sharp edge of the Debye sphere, so the model is no evidence either way for the order of the outer shells in copper at 0 K. The spring lattice introduced below has no such sphere and also puts the second shell highest at 0 K, with 12.2, 14.2, 13.9 and 13.9 in $10^{-3}$ bohr$^2$, but it does not show the Debye model's drop from the third shell to the fourth.

At 300 K the ratios $\sigma^2/2\langle u^2\rangle$ are 0.63, 0.78, 0.81 and 0.82. The approach to 1 is slow. In the classical limit the ratio is $1-\mathrm{Si}(x)/x$, and $\mathrm{Si}(x)$ tends to $\pi/2$, so the correlation falls off as $\pi/(2x)$, inversely with distance. At these distances the estimate is only rough, because $\mathrm{Si}(x)$ oscillates about $\pi/2$, and the ratios at 300 K also contain a small quantum part. For shells 2, 3 and 4 it gives 0.25, 0.21 and 0.18, while one minus the computed ratio is 0.22, 0.19 and 0.18.

Q: How visible is this in a spectrum, and was it safe to ignore the sideways motion?

A: At $k=5$ bohr$^{-1}$ the first-shell amplitude is multiplied at 300 K by

$$e^{-2\times25\times0.0310}=e^{-1.55}=0.21,$$

compared with 0.58 at zero temperature. Zero-point motion alone removes a good part of the signal at this wave number.

In the equal-speed Debye model, where $\Delta\mathbf u$ is isotropic, the sideways motion lengthens the mean distance by $\sigma^2/R=0.0310/4.81=0.0064$ bohr. It changes the variance by $\sigma^2/R^2$, about 0.13 per cent. The variance can be left alone. The shift adds a phase $2k\times0.0064=0.064$ rad to $\langle e^{2ikr}\rangle$ at this $k$. At this level the dependence of the amplitude on $r$, neglected at the start, can no longer be dropped. The factor $1/r^2\approx R^{-2}(1-2z/R)$ of the spherical wave favours short distances and moves the weighted mean of $z$ by $-2\sigma^2/R$. This adds $-4k\sigma^2/R=-0.129$ rad, so the two terms together give $-0.064$ rad, and damping by a finite mean free path shifts the phase further in the same direction. These terms must be kept together if distances are wanted to a few thousandths of a bohr. To leading order the shift is $\langle\rho^2\rangle/2R$, so it is set by the transverse variance, and in a lattice that need not equal $\sigma^2$. For the spring lattice introduced below, the first shell at 300 K has a mean transverse variance of 47.0 against 36.6 along the bond, in $10^{-3}$ bohr$^2$, and the shift is 0.0098 bohr.

Q: Your Debye temperature is rough. How much does it matter?

A: At 300 K the classical term dominates. It is proportional to $\omega_D^{-2}$, so an error in the Debye temperature enters almost doubled. At zero temperature $\sigma^2$ is proportional to $1/\omega_D$, and the relative error enters only once. For the first shell at 300 K, 310 K in place of 320 K gives 32.9, and 330 K gives 29.2, in $10^{-3}$ bohr$^2$. A change of 3 per cent in the input moves the result by about 6 per cent.

Q: That is uncertainty within the model. You admitted that the bracket needs equal speeds, and in a solid the longitudinal speed is higher. What does that do?

A: Take $c_L=2c_T$, keep the sphere of radius $k_D$ for every branch, and keep the mean inverse cubed speed, which fixes the low-frequency density of states:

$$\frac{3}{c^3}=\frac{1}{c_L^3}+\frac{2}{c_T^3}=\frac{2.125}{c_T^3}\quad\Rightarrow\quad \frac{c^2}{c_T^2}=\Big(\frac{3}{2.125}\Big)^{2/3}=1.258,\qquad \frac{c^2}{c_L^2}=0.315 .$$

The first shell at 300 K falls from 31.0 to 23.8 in $10^{-3}$ bohr$^2$, by 23 per cent. The classical term shows why. There each branch contributes its weight averaged over $s$, multiplied by $c^2$ over its own squared speed. The averages follow from $j_1'=j_0-2j_1/y$, which is the relation for $j_0''$ with $j_0'=-j_1$. Integrated from 0 to $x$, it gives

$$\int_0^x\frac{2j_1}{y}\,dy=\mathrm{Si}(x)-j_1(x),$$

and therefore

$$\overline{w_L}=\frac13-\frac{j_1(x)}{x},\qquad \overline{w_T}=\frac23-\frac{\mathrm{Si}(x)}{x}+\frac{j_1(x)}{x}.$$

The norm 0.9819 gives $j_1(x)/x=0.0060$. The classical term, $29.505=2\times0.9375\times25.5565\,[1-\mathrm{Si}(x)/x]$, gives $\mathrm{Si}(x)/x=0.3843$. Hence $\overline{w_L}=0.327$ and $\overline{w_T}=0.288$. The longitudinal branch carries 53 per cent of the first-shell weight, compared with one third for a single atom. Making it stiff is therefore costly:

$$\frac{0.327\times0.315+0.288\times1.258}{0.327+0.288}=0.757 .$$

The quantum correction $1.49$ does not depend on the speeds, because the $p/3$ term cancels the $1/\omega$ of each mode. The estimate is $29.5\times0.757+1.49=23.8$, as computed.

Q: So the model could be wrong by a quarter. Have you anything with a real lattice to compare it with?

A: A model lattice, which removes the Debye approximations but is not a prediction for copper. Join nearest neighbours of the same fcc lattice by central springs of constant $K$. With $\mathbf d$ running over the 12 neighbour vectors, the linearized equation of motion is $M\ddot{\mathbf u}_0=K\sum_{\mathbf d}\hat{\mathbf d}\,\hat{\mathbf d}\cdot(\mathbf u_{\mathbf d}-\mathbf u_0)$. For a plane wave the terms of $\pm\mathbf d$ combine to

$$\omega^2\mathbf e=\frac KM\sum_{\mathbf d}\hat{\mathbf d}\,(\hat{\mathbf d}\cdot\mathbf e)\,(1-\cos\mathbf k\cdot\mathbf d).$$

I choose $K$ so that the average of the inverse cubed sound speed, over directions and branches, equals $1/c^3$ of the Debye model. This gives $K=0.01353$ hartree/bohr$^2$.

The first shell has a simple classical value. There are $6N$ springs, and equipartition gives the potential energy $T/2$ to each of the $3N$ modes, apart from the three translations, which are negligible for large $N$:

$$6N\cdot\tfrac12K\sigma_1^2=\tfrac32NT\quad\Rightarrow\quad\sigma_1^2=\frac{T}{2K}=\frac{0.950\times10^{-3}}{2\times0.01353}=35.1\times10^{-3}\ \text{bohr}^2 .$$

The quantum correction $1/(6MT)$ adds 1.5, which gives 36.6, the value of the full mode sum at 300 K.

For the four shells the spring lattice gives 36.6, 50.2, 47.7 and 48.0 in $10^{-3}$ bohr$^2$. The Debye values are lower by 15, 23, 17 and 16 per cent, relative to the spring lattice.

Q: Both corrections are of order 20 per cent, but they have opposite signs. Why does the lattice come out softer?

A: One cause can be shown. Since $1-\cos\theta\le\theta^2/2$, the matrix on the right of the mode equation is nowhere larger than its long-wave form, in the sense that $\mathbf v\cdot D\mathbf v$ is no larger for any vector $\mathbf v$. Its inverse is then no smaller, and the classical $\sigma^2$ is linear in that inverse with the non-negative weight $1-\cos\mathbf k\cdot\mathbf R$. For central springs with positive constants, dispersion, the bending of $\omega$ below a straight line, therefore raises the classical disorder at fixed sound speeds. With non-central or negative force constants the matrix inequality need not hold.

The spread of speeds works the other way, as in the two-speed case. For the first shell at 300 K the classical value is 29.5 in $10^{-3}$ bohr$^2$ with one common speed. It falls to 22.1 when the long-wave matrix of the springs is used in the sphere, is 22.2 when the sphere is replaced by the zone, and rises to 35.1 with the full dispersion. The net softening is a large rise from dispersion, partly cancelled by the spread of speeds. That the second shell has the largest value in the spring lattice may be due to the absence of a spring between second neighbours, but this is a conjecture.

Q: Then what may I use the model for?

A: For a monatomic, nearly harmonic crystal it estimates the size of $\sigma^2$, its temperature dependence and the reduction by correlation from one parameter, the Debye temperature, once the atomic mass and the crystal structure are known. The two comparisons above, both made at 300 K with the mean inverse cubed sound speed held fixed, show that departures of some 20 per cent are possible, but neither model is copper: the spring lattice has $c_{12}=c_{44}=c_{11}/2$. A first-neighbour force-constant tensor fitted to the room-temperature elastic constants of copper, $c_{11}=168$, $c_{12}=121$ and $c_{44}=75$ GPa with $a=6.83$ bohr, gives an elastic Debye temperature of about 331 K instead of 320 K. With that temperature the Debye values at 300 K lie within about 4 per cent of this lattice for shells 1, 3 and 4, and 16 per cent below it for shell 2. If $\omega_D$ is instead fitted to measured $\sigma^2(T)$, it absorbs part of this error and is then an effective parameter of that shell.

The derivation fails where its assumptions do. Anharmonic forces make the distance distribution non-Gaussian and let $\omega_D$ depend on temperature. Several atoms per cell bring optical branches that $\omega=cq$ does not describe. Static disorder adds a variance that does not vanish with the vibrations. Multiple-scattering paths need the variance of the total path length, which in general involves more than two atoms.

## Computed values

```
lattice constant a = 6.8 bohr (rounded input)
Debye temperature = 320 K (rounded input)
atomic mass = 63.546 u
atomic mass M = 115837.3 electron masses
omega_D = 1.0134 e-3 hartree
k_D = 0.9099 bohr^-1
common speed c = 1.1137 e-3 atomic units
T at 300 K = 0.9500 e-3 hartree; tau = 0.9375
shell 1: N = 12, R = 4.8083 bohr, x = 4.3751, norm = 0.9819
shell 2: N = 6, R = 6.8000 bohr, x = 6.1873, norm = 1.0792
shell 3: N = 24, R = 8.3283 bohr, x = 7.5779, norm = 1.0076
shell 4: N = 12, R = 9.6167 bohr, x = 8.7502, norm = 0.9666
shell 1 at 300 K, working form:
  prefactor 3/(M omega_D) = 25.5565 e-3 bohr^2
  zero-point term = 0.50000
  thermal term = 1.43360
  zero-point correlation term = -0.06953
  thermal correlation term = -0.65210
  bracket = 1.21197
uncorrelated 2<u^2> at 300 K = 49.416 e-3 bohr^2
Debye sigma2 in e-3 bohr^2 at 0, 80, 300, 600 K:
  shell 1: 11.001, 12.667, 30.974, 59.751
  shell 2: 12.775, 15.174, 38.545, 74.674
  shell 3: 12.454, 15.221, 39.813, 77.368
  shell 4: 12.184, 15.178, 40.329, 78.491
Debye sigma2 in e-3 angstrom^2 at 0, 80, 300, 600 K:
  shell 1: 3.081, 3.547, 8.673, 16.732
  shell 2: 3.577, 4.249, 10.794, 20.911
  shell 3: 3.488, 4.262, 11.149, 21.665
  shell 4: 3.412, 4.250, 11.293, 21.980
sigma2/(2<u^2>) at 300 K, shells 1-4: 0.6268, 0.7800, 0.8057, 0.8161
shell 1, 300 K, classical term = 29.505 e-3 bohr^2
shell 1, 300 K, quantum correction = 1.487 e-3 bohr^2
shell 1, 300 K, two-term sum = 30.992 e-3 bohr^2
shell 1 damping at k = 5 bohr^-1, 0 K = 0.5769
shell 1 damping at k = 5 bohr^-1, 300 K = 0.2125
shell 1, 300 K, theta_D = 310 K: 32.909 e-3 bohr^2
shell 1, 300 K, theta_D = 330 K: 29.211 e-3 bohr^2
shell 1, 300 K, mean length shift = 6.442 e-3 bohr
shell 1, 300 K, length variance/sigma2 = 0.99866
c_L = 2 c_T, 300 K, shells 1-4 in e-3 bohr^2: 23.779, 31.807, 34.514, 35.798
spring constant K = 0.01353 hartree/bohr^2
spring lattice, 300 K, shells 1-4 in e-3 bohr^2: 36.611, 50.169, 47.722, 48.029
Debye/spring lattice, 300 K, shells 1-4: 0.8460, 0.7683, 0.8343, 0.8397
```
